# From the PAW One-Centre Energy to the Ultrasoft Functional

A precise link between the two functionals helps to interpret a disagreement between a projector-augmented-wave (PAW) calculation and an ultrasoft one. The disagreement may be a legitimate difference between the functionals, or it may come, for example, from coefficients that were unscreened with the wrong density or had their local-potential term counted twice. The derivation below fixes the ultrasoft coefficients in terms of PAW quantities and gives an explicit expression for the energy that they omit.

## Densities and energies

Hartree atomic units are used, with $T=-\tfrac12\nabla^2$. The core is frozen, the functional is the spin-unpolarized local-density approximation (LDA), and the partial waves are real. One atom is written out; for several atoms with non-overlapping spheres the one-centre terms are summed.

Inside a sphere $S$ of radius $r_c$ there are true partial waves $\phi_i$, smooth ones $\tilde\phi_i$ and projectors $p_i$ with $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. Each pair $\phi_i,\tilde\phi_i$ agrees in value and slope at $r_c$. The smooth orbitals $\tilde\psi_n$, with occupations $f_n$, define the augmentation occupancies

$$\rho_{ij}=\sum_n f_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle .$$

The charge missing from a smooth pair is $Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$, with integral $q_{ij}=\int_S Q_{ij}$. It is replaced by a smoother function $\hat Q_{ij}$ that vanishes outside $S$ and has the same multipole moments. Four valence densities are needed:

$$\tilde n=\sum_n f_n|\tilde\psi_n|^2,\qquad N=\tilde n+\sum_{ij}\rho_{ij}\hat Q_{ij},$$

$$n_1=\sum_{ij}\rho_{ij}\phi_i\phi_j,\qquad m=\sum_{ij}\rho_{ij}(\tilde\phi_i\tilde\phi_j+\hat Q_{ij}).$$

Here $N$ lives in all space, while $n_1$ and $m$ live in the sphere. The core density $n_c$ has a smooth partner $\tilde n_c$, equal to it outside a radius no larger than $r_c$. The true ionic potential is $v_{ion}=-Z/r+v_H[n_c]$, and $V_{loc}$ is its smooth partner, specified later.

With $E_H[n]=\tfrac12(n|n)$ and $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|$, the PAW energy is $E_P=\tilde E+\Delta(\rho)$, where $\Delta=E^1-\tilde E^1$ and

$$\tilde E=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\int V_{loc}N+E_H[N]+E_{xc}[N+\tilde n_c],$$

$$E^1=\sum_{ij}\rho_{ij}\langle\phi_i|T|\phi_j\rangle_S+\int_S v_{ion}n_1+E_H[n_1]+E_{xc}^S[n_1+n_c],$$

$$\tilde E^1=\sum_{ij}\rho_{ij}\langle\tilde\phi_i|T|\tilde\phi_j\rangle_S+\int_S V_{loc}m+E_H[m]+E_{xc}^S[m+\tilde n_c].$$

This is the form of PAW in which $\hat Q_{ij}$ enters the smooth exchange-correlation terms. Some implementations evaluate those terms without $\hat Q_{ij}$; their linearization is not the ultrasoft functional obtained below, and their remainder is different. Core-only and ion-ion energies are common to both methods and are dropped. The kinetic integral in the sphere may be taken as $\tfrac12\int_S\nabla\phi_i\cdot\nabla\phi_j$. This differs from $\int_S\phi_iT\phi_j$ by the surface term $\tfrac12\oint\phi_i\,\partial_r\phi_j$, which is the same for the smooth pair because values and slopes match. It therefore cancels in $\Delta$.

## The first derivative

Only $\Delta$ is expanded. $\tilde E$ keeps its full nonlinear dependence on $N$, so the change of $\tilde n$ between atoms need not be small.

Let $\rho^a$ be the occupancies of the spherical reference atom. Since $\partial n_1/\partial\rho_{ij}=\phi_i\phi_j$ and $\partial m/\partial\rho_{ij}=\tilde\phi_i\tilde\phi_j+\hat Q_{ij}$, the chain rule gives

$$G_{ij}=\left.\frac{\partial\Delta}{\partial\rho_{ij}}\right|_{\rho^a}=\langle\phi_i|T+v_1|\phi_j\rangle_S-\langle\tilde\phi_i|T+\tilde v_1|\tilde\phi_j\rangle_S-\int_S\hat Q_{ij}\tilde v_1,$$

$$v_1=v_{ion}+v_H[n_1^a]+v_{xc}[n_1^a+n_c],\qquad \tilde v_1=V_{loc}+v_H[m^a]+v_{xc}[m^a+\tilde n_c].$$

These potentials contain only the electrons inside the sphere. The screened potentials of the whole atom, $v^a$ and $\tilde v^a$, also contain the Hartree potential of the valence charge outside. For a spherical atom that contribution is a constant $c$ within $S$, the same in both. Adding it changes $G_{ij}$ by

$$c\int_S(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j-\hat Q_{ij})=c\left(q_{ij}-\int\hat Q_{ij}\right)=0 .$$

Thus $v_1,\tilde v_1$ may be replaced by $v^a,\tilde v^a$. This also uses $m^a=N^a$ in the sphere, which holds because the reference valence orbitals are themselves among the partial waves.

## Evaluating it with the partial-wave equations

The true partial waves satisfy $(T+v^a)\phi_j=\varepsilon_j\phi_j$ in the sphere. An $\varepsilon_j$ that is not a bound level is allowed, since only sphere integrals enter. For the smooth waves define

$$\chi_j=(\varepsilon_j-T-\tilde v^a)\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle .$$

Rearranged, $(T+\tilde v^a)\tilde\phi_j=\varepsilon_j\tilde\phi_j-\chi_j$. Substitution gives

$$G_{ij}=\varepsilon_j\langle\phi_i|\phi_j\rangle_S-\left(\varepsilon_j\langle\tilde\phi_i|\tilde\phi_j\rangle_S-B_{ij}\right)-\int\hat Q_{ij}\tilde v^a .$$

The minus sign in front of the smooth term turns $-B_{ij}$ into $+B_{ij}$, and the two overlaps combine into $q_{ij}$:

$$\boxed{G_{ij}=B_{ij}+\varepsilon_jq_{ij}-\int\hat Q_{ij}\tilde v^a\equiv D^{ion}_{ij}}$$

This is Vanderbilt's unscreened coefficient. $B_{ij}$ alone need not be symmetric. The symmetry of $G_{ij}$, evident in the gradient form of the kinetic energy, requires $B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)q_{ij}$, which is a useful check on a generated dataset.

## The functional and its Hamiltonian

Write $\delta\rho=\rho-\rho^a$. Then $\Delta(\rho)=C+\sum_{ij}\rho_{ij}D^{ion}_{ij}+R(\delta\rho)$, with $C=\Delta(\rho^a)-\sum_{ij}\rho^a_{ij}D^{ion}_{ij}$. Dropping $R$ leaves

$$E_U=\sum_nf_n\langle\tilde\psi_n|T+\sum_{ij}|p_i\rangle D^{ion}_{ij}\langle p_j||\tilde\psi_n\rangle+\int V_{loc}N+E_H[N]+E_{xc}[N+\tilde n_c]+C .$$

Apart from the constant $C$ per atom, this is the ultrasoft functional. The local potential acts on the augmented density $N$. If an implementation applies it to $\tilde n$ alone, then, since $\int V_{loc}N=\int V_{loc}\tilde n+\sum_{ij}\rho_{ij}\int V_{loc}\hat Q_{ij}$, its coefficients must be $D^{ion}_{ij}+\int V_{loc}\hat Q_{ij}$. Using both forms at once counts that integral twice.

The orbitals obey $\langle\tilde\psi_n|\mathcal S|\tilde\psi_k\rangle=\delta_{nk}$ with $\mathcal S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|$. Let $\tilde v=V_{loc}+v_H[N]+v_{xc}[N+\tilde n_c]$. An orbital changes $N$ directly through $|\tilde\psi_n|^2$ and also through $\rho_{ij}\hat Q_{ij}$, so varying $\langle\tilde\psi_n|$ gives

$$\left[T+\tilde v+\sum_{ij}|p_i\rangle\left(D^{ion}_{ij}+\int\hat Q_{ij}\tilde v\right)\langle p_j|\right]\tilde\psi_n=\varepsilon_n\mathcal S\tilde\psi_n .$$

PAW has the same equation with $D^{ion}_{ij}$ replaced by $\partial\Delta/\partial\rho_{ij}$ at the current $\rho$. In code, the ultrasoft method freezes this one matrix.

For the reference atom the bracketed coefficient is $B_{ij}+\varepsilon_jq_{ij}$. Choose the projectors as $|p_i\rangle=\sum_k|\chi_k\rangle(B^{-1})_{ki}$. They are dual to the smooth waves, because $\langle\tilde\phi_l|p_i\rangle=\sum_kB_{lk}(B^{-1})_{ki}=\delta_{li}$, and they satisfy $\sum_i|p_i\rangle B_{ij}=|\chi_j\rangle$. Acting on $\tilde\phi_j$ at energy $\varepsilon_j$ in the sphere then gives

$$-\chi_j+\sum_ip_i\,(B_{ij}+\varepsilon_jq_{ij}-\varepsilon_jq_{ij})=0 .$$

The smooth wave therefore solves the reference equation. Other dual projectors would leave the linearization intact but would not in general give this property.

The local potential follows by unscreening the reference atom:

$$V_{loc}=\tilde v^a-v_H[N^a]-v_{xc}[N^a+\tilde n_c].$$

Outside the sphere $\tilde v^a=v^a$, $\tilde n_c=n_c$, and $N^a$ equals the true valence density. Its charge inside is also correct, so its Hartree potential outside is correct too, and $V_{loc}=v_{ion}$ there. The same $\hat Q_{ij}$ and $\tilde n_c$ must be used in unscreening, in $D^{ion}$ and in the production calculation. If the PAW and ultrasoft datasets differ in any of these, the present proof does not cover their difference.

## What the linearization leaves out

Let $\delta n_1$ and $\delta m$ be the changes of the sphere densities produced by $\delta\rho$. Both are linear in $\delta\rho$, so the kinetic and ionic terms contribute nothing to $R$. The Hartree energy is quadratic:

$$E_H[n+\delta n]=E_H[n]+\int v_H[n]\,\delta n+\tfrac12(\delta n|\delta n).$$

Exchange-correlation adds $\tfrac12\int f_{xc}(\delta n)^2$, with $f_{xc}=dv_{xc}/dn$, and then cubic and higher terms. Subtracting the smooth expansion from the true one gives $R=R_2+O(\delta\rho^3)$ with

$$R_2=\tfrac12\left[(\delta n_1|\delta n_1)-(\delta m|\delta m)\right]+\tfrac12\int_S\left\{f_{xc}[n_1^a+n_c](\delta n_1)^2-f_{xc}[m^a+\tilde n_c](\delta m)^2\right\}.$$

The error is thus second order in the occupancy changes. Its coefficient combines two differences between the true and smoothed descriptions: in the density responses, and in $f_{xc}$ at the reference densities. It has no fixed sign.

**Unsmoothed limit.** If $\hat Q_{ij}=Q_{ij}$, then $m=n_1$ and the Hartree terms cancel. If also $\tilde n_c=n_c$, the exchange-correlation terms cancel as well. What remains of $\Delta$ is the kinetic difference and $\int_S(v_{ion}-V_{loc})n_1$, both linear in $\rho$. Then $R=0$ for any $\delta\rho$, not merely for a small one.

**Potentials and forces.** Write $R_2=\tfrac12\sum K_{ij,kl}\,\delta\rho_{ij}\delta\rho_{kl}$ with symmetric $K$. The omitted part of the Hamiltonian coefficients is $\partial R_2/\partial\rho_{ij}=\sum_{kl}K_{ij,kl}\delta\rho_{kl}$, which is first order. Eigenvalues can therefore carry a first-order error although the energy does not. Likewise, if an atomic coordinate $X$ changes $\rho$, the slope of $R_2$ along $X$ is $\sum K_{ij,kl}\,\delta\rho_{kl}\,d\rho_{ij}/dX$, of first order in $\delta\rho$ at a given rate of change.

**Spin polarization.** Suppose the reference is non-magnetic and the functional is smooth in the magnetization. Reversing all spins leaves the energy unchanged, so the term linear in the spin difference of the occupancies vanishes. Coefficients from a non-magnetic atom then omit a one-centre energy quadratic in the magnetization: the difference between the true and smoothed spin-response terms. It vanishes in the unsmoothed limit by the same cancellation. For a strongly magnetic atom the expansion parameter is not small, and this term needs its own estimate.

**Low density.** The expansion needs $n_1+n_c$ and $m+\tilde n_c$ to be positive. LDA exchange has $f_x=-\tfrac13(3/\pi)^{1/3}n^{-2/3}$, which diverges as $n\to0$. Since $\hat Q_{ij}$ can be negative, a dataset with a very small $\tilde n_c$ deserves a check of the augmented density at the configurations of interest.

## The difference after self-consistency

So far the two energies were compared at equal orbitals. In practice each functional is minimized separately. Let $P$ and $U$ denote the PAW and ultrasoft minimizers at the same fixed occupations $f_n$. The constraint is common, because both methods use the same $\mathcal S$. From $E_P=E_U+R$ and the two minimum principles,

$$E_P[P]\le E_P[U]=E_U[U]+R[U],$$

$$E_U[U]\le E_U[P]=E_P[P]-R[P].$$

Together they give

$$R[P]\le E_P[P]-E_U[U]\le R[U].$$

If the occupancies respond smoothly to the change of environment, both bounds are second order in that change, and so is the difference of the minimized energies. The argument fails if one calculation stops at a ghost state or at a stationary point that is not the minimum.

## Aluminium atom: construction

The example is a spherical, non-relativistic, spin-unpolarized aluminium atom with Slater exchange and Vosko-Wilk-Nusair correlation. The reference configuration is $3s^23p^1$, with levels $-7.81$ eV and $-2.79$ eV. Each of the $s$ and $p$ channels has a partial wave at its valence level and another 27.2 eV higher. The sphere radius is 2.00 bohr, or 0.106 nm, and the core is smoothed inside 1.20 bohr.

In the sphere, $r\tilde\phi$ is $r^{l+1}$ times a cubic polynomial in $r^2$, matched to the true wave through the third derivative. The local potential $\tilde v^a$ and the smooth core density have the form $a+br^2$, matched in value and slope at their respective radii. Only the spherical part of the augmentation is needed, and its radial shell density is $q_{ij}g(r)$ with $g\propto r^2(1-r^2/r_c^2)^2$ and $\int_0^{r_c}g\,dr=1$.

The boxed formula was tested against central differences of $\Delta$ with respect to the occupancies; the largest deviation was $3\times10^{-8}$ eV. The first $s$ coefficient, for instance, is $D^{ion}_{11}=2.902$ eV. The lowest eigenvalues of $\mathcal S$ are 0.17 for $s$ and 0.72 for $p$, so the overlap is positive although $q_{22}$ is negative in both channels.

## Aluminium atom: promotion and ionization

Moving $x$ electrons from $3s$ to $3p$ gives $3s^{2-x}3p^{1+x}$. The dataset is held fixed, and each functional is solved self-consistently. The difference $E_P-E_U$ and its bounds are:

| Case | $E_P-E_U$ (meV) | $R[P]$ to $R[U]$ (meV) |
|---|---:|---:|
| $x=0.1$ | −0.0344 | −0.0357 to −0.0330 |
| $x=0.2$ | −0.1410 | −0.1463 to −0.1357 |
| $x=0.5$ | −0.948 | −0.978 to −0.918 |
| $x=1$ | −4.243 | −4.339 to −4.147 |
| Al⁺ | +2.887 | +2.819 to +2.956 |

All five differences lie within their bounds. Doubling $x$ from 0.1 to 0.2 multiplies the difference by $0.1410/0.0344\approx4.1$, a growth exponent of 2.04. The opposite sign for Al⁺ illustrates that $R$ has no fixed sign.

For $x=1$ the promotion energy is 5.12388 eV in PAW and 5.12813 eV in the ultrasoft method. An all-electron calculation with the same frozen core density gives 5.12411 eV. Relative to it, PAW is low by 0.23 meV and the ultrasoft result is high by 4.02 meV, about 0.08% of the promotion energy. For ionization the frozen-core, PAW and ultrasoft values are 5.85106, 5.85092 and 5.84803 eV, so the errors are $-0.14$ and $-3.03$ meV. This reference freezes only the core density, and its valence states are not held orthogonal to the reference core orbitals. Imposing that orthogonality changes the references to 5.12386 and 5.85095 eV. PAW then agrees within 0.04 meV, and the ultrasoft errors are $+4.27$ and $-2.92$ meV. Most of the apparent PAW error thus reflects how the frozen core is defined.

The occupancy changes at $x=1$ are mainly $\delta\rho_{11}=-0.997$ for $s$ and $+1.134$ for $p$. The latter exceeds one because $\rho_{ij}$ measures projections on the partial waves, and these change with the orbital shape. For this $\delta\rho$,

$$R_2=-1.975-2.270=-4.245\ \text{meV},$$

from the Hartree and exchange-correlation parts. The full remainder is $-4.339$ meV, so terms beyond second order supply $-0.094$ meV, or 2%. Scaling the same $\delta\rho$ by $t$ gives $R/t^2-R_2=-0.0178$ meV at $t=0.2$ and $-0.0089$ meV at $t=0.1$. This halving is the signature of a cubic next term.

The ratio $R[P]/x^2$ nevertheless grows in magnitude from 3.57 meV at $x=0.1$ to 4.34 meV at $x=1$. Scaling the $x=1$ change by 0.1 would give $0.01\times(-4.245-0.009)=-0.0425$ meV, whereas the self-consistent $x=0.1$ solution has $-0.0357$ meV. Most of the growth therefore comes from the relaxing orbitals, which make $\delta\rho$ nonlinear in $x$, and not from the cubic term.

Smoothing less is not automatically better. With $\hat Q_{ij}=Q_{ij}$ but the core still smooth, the remainder for the same $\delta\rho$ is $+4.42$ meV, as large as before and of opposite sign. In that case the Hartree part of $R_2$ vanishes, leaving $\tfrac12\int_S(f_{xc}[n_1^a+n_c]-f_{xc}[n_1^a+\tilde n_c])(\delta n_1)^2$. Exchange makes this positive wherever $\tilde n_c<n_c$, because $f_x$ is more negative at lower density. The two smoothings do not simply add. Smoothing only the augmentation gives $-4.67$ meV, smoothing only the core gives $+4.42$ meV, and smoothing both gives $-4.34$ meV. Once the augmentation is smooth, the core smoothing acts through $(\delta m)^2$ instead of $(\delta n_1)^2$ and changes $R$ by only $+0.33$ meV. When the core is also left unsmoothed, $R$ vanishes to numerical precision, as derived. If $\hat Q_{ij}$ is left out of the smooth exchange-correlation term, the one-centre remainder for the same $\delta\rho$ is $+3.74$ meV, so its sign also depends on the form of PAW.

## Use for aluminium metal

Aluminium is an interconnect metal with a nearest-neighbour distance of roughly 0.29 nm. Two spheres of radius 0.106 nm span 0.212 nm, so they would not overlap at that distance. The numbers above remain those of a free atom, because the metal's $\delta\rho$ was not calculated. In the ideal cubic crystal, symmetry leaves no non-spherical occupancies when the dataset has only $s$ and $p$ waves. With $d$ waves, or at surfaces and defects, they can appear and contribute to $R$.

The few meV found for promotion also reflect a partial cancellation, since the $s$ and $p$ occupancies change in opposite directions. Lowering $\rho_{11}$ by one in the $s$ channel and raising it by one in the $p$ channel gives $R\approx-4.6$ meV, but lowering it by one in both gives about $+41$ meV. The tabulated values are therefore not an error bar for the metal.

The model's absolute energies have larger omissions than the linearization. To first order, spin polarization lowers the reference by 0.150 eV and a high-spin $3s^13p^2$ atom by 1.629 eV, which would reduce the promotion energy to that state by 1.48 eV. In the fixed reference potential, first-order scalar-relativistic corrections shift the $3s$ and $3p$ levels by $-0.052$ and $-0.010$ eV, raising their separation by 0.042 eV; the self-consistent response of the potential is not included. The numerical output shows $-0.044$ eV for $3s$, mainly because its quadrature omits the point $r=0$, where the mass-velocity integrand of an $s$ level is finite. The quadrupole Hartree energy of one electron in a real $3p$ orbital is 0.28 eV (0.07 eV for $m=\pm1$) before any exchange-correlation compensation. Core relaxation changes the promotion and ionization energies by only $-1.4$ and $-1.2$ meV relative to the frozen-density reference, or $-1.1$ meV in both cases relative to frozen core orbitals, comparable with the linearization error. Replacing the ultrasoft method by PAW with the same frozen core removes the linearization error but none of these. Their effect on the PAW–ultrasoft difference itself was not evaluated. The remaining values are in the numerical output.

## Computed results

```
Al reference levels: 3s -7.8065 eV, 3p -2.7904 eV
sphere radius: 2.00 bohr = 0.1058 nm
smooth-core radius: 1.20 bohr
second partial-wave energy above the valence level: 27.211 eV
s: q11, q12, q22 = -0.04358, 0.15021, -0.48690 (electrons)
s: D_ion 11, 12, 22 = 2.9021, -6.3874, 10.8078 eV
s: lowest eigenvalue of the overlap operator = 0.1714
p: q11, q12, q22 = 0.00166, 0.00844, -0.06686 (electrons)
p: D_ion 11, 12, 22 = 0.6562, -1.7461, 3.6834 eV
p: lowest eigenvalue of the overlap operator = 0.7171
largest D_ion formula minus finite difference: 3.1e-08 eV
largest asymmetry of D_ion: 1.0e-11 eV
largest local-potential mismatch outside sphere: 1.6e-07 eV
reference atom, PAW minus ultrasoft energy: -2.9e-13 eV
energies from 3s2 3p1 to 3s(2-x) 3p(1+x), and to Al+:
x=0.1: frozen-core 0.50274, PAW 0.50274, ultrasoft 0.50277 eV
x=0.1: PAW-ultrasoft -0.03436 meV, bounds -0.03573 to -0.03302 meV
x=0.2: frozen-core 1.00773, PAW 1.00772, ultrasoft 1.00786 eV
x=0.2: PAW-ultrasoft -0.14097 meV, bounds -0.14631 to -0.13571 meV
x=0.5: frozen-core 2.53578, PAW 2.53573, ultrasoft 2.53668 eV
x=0.5: PAW-ultrasoft -0.94772 meV, bounds -0.97822 to -0.91750 meV
x=1.0: frozen-core 5.12411, PAW 5.12388, ultrasoft 5.12813 eV
x=1.0: PAW-ultrasoft -4.24289 meV, bounds -4.33862 to -4.14720 meV
Al+: frozen-core 5.85106, PAW 5.85092, ultrasoft 5.84803 eV
Al+: PAW-ultrasoft 2.88685 meV, bounds 2.81908 to 2.95556 meV
growth exponent of the difference, x=0.1 to 0.2: 2.037
x=1 occupancy change, s: 11 -0.99745, 12 -0.01318, 22 0.00017
x=1 occupancy change, p: 11 1.13445, 12 -0.02140, 22 0.00021
second-order term at x=1: Hartree -1.9749 meV, xc -2.2700 meV
second-order sum -4.2449 meV, full remainder -4.3386 meV
R/t^2 minus second-order term: t=0.2 -0.01782 meV, t=0.1 -0.00886 meV
remainder with unsmoothed augmentation, smooth core: 4.4183 meV
remainder with unsmoothed augmentation and core: -1.1e-12 meV
effects left out of the model:
core relaxation, x=1.0: -1.360 meV
core relaxation, Al+: -1.198 meV
spin polarization, first order: 3s2 3p1 -0.150 eV, high-spin 3s1 3p2 -1.629 eV
scalar-relativistic shift, first order: 3s -0.0440 eV, 3p -0.0101 eV
quadrupole Hartree energy of one 3p electron: 0.284 eV
```
